# Waiting times for thermal release from an exponential trap distribution

## The case T = T0

An electron sits in a trap of depth \(E\), measured downward from the level at which it moves freely. It escapes by thermal activation at the rate

\[
r(E)=\nu\,e^{-E/\theta},\qquad \theta=k_BT,
\]

where \(\nu\) is the attempt frequency. Let the depth at capture have the probability density

\[
g(E)=\frac{1}{\theta_0}\,e^{-E/\theta_0},\qquad \theta_0=k_BT_0,\quad E>0 .
\]

At \(T=T_0\) the fraction of traps deeper than \(E\) is \(e^{-E/\theta_0}=e^{-E/\theta}=r/\nu\). The fraction with a rate below \(r\) is therefore \(r/\nu\), so the rates are spread uniformly between 0 and \(\nu\). The probability that the electron is still trapped at time \(t\) is the average of \(e^{-rt}\):

\[
S(t)=\frac1\nu\int_0^\nu e^{-rt}\,dr=\frac{1-e^{-\nu t}}{\nu t}.
\]

At late times \(S\simeq 1/(\nu t)\), and the waiting-time density \(\psi=-dS/dt\) falls as \(1/(\nu t^2)\). The mean wait is \(\int_0^\infty S\,dt\), which grows as the logarithm of its upper limit. It is infinite, although each trap has a finite mean release time \(1/r\).

## Assumptions and general result

Capture is taken to be blind to depth and the traps to be empty before capture. The attempt frequency does not depend on depth, depths have no upper limit, and thermal release is the sole exit. Energies, lengths and masses are in atomic units in the algebra (\(\hbar=m_e=e=1\)); the release formulas contain only the ratios \(E/\theta\), \(E/\theta_0\) and the product \(\nu t\). Define

\[
\alpha=\frac{T}{T_0}=\frac{\theta}{\theta_0},\qquad x=\nu t,\qquad u=e^{-E/\theta}=\frac r\nu .
\]

From \(E=-\theta\ln u\) we have \(dE=-\theta\,du/u\) and \(e^{-E/\theta_0}=u^\alpha\). Since \(u\) falls from 1 to 0 as \(E\) rises, the minus sign reverses the limits, and

\[
g(E)\,dE\;\to\;\frac{\theta}{\theta_0}\,u^{\alpha}\frac{du}{u}=\alpha u^{\alpha-1}du,\qquad 0<u<1 .
\]

A trap of rate \(r\) has waiting-time density \(re^{-rt}\). Averaging over traps and substituting \(y=ux\) gives

\[
\psi(t)=\alpha\nu\int_0^1u^\alpha e^{-ux}du
=\alpha\nu\,x^{-1-\alpha}\gamma(1+\alpha,x),
\]

\[
S(t)=\alpha\int_0^1u^{\alpha-1}e^{-ux}du=\alpha x^{-\alpha}\gamma(\alpha,x),
\]

with \(\gamma(a,x)=\int_0^x y^{a-1}e^{-y}dy\). For \(x\gg1\), \(\gamma(a,x)\) approaches \(\Gamma(a)\), with a missing part of order \(x^{a-1}e^{-x}\). Hence

\[
\boxed{\psi(t)\simeq\alpha\,\Gamma(1+\alpha)\,\nu^{-\alpha}\,t^{-1-\alpha}},\qquad
S(t)\simeq\Gamma(1+\alpha)(\nu t)^{-\alpha}.
\]

The exponent has a simple reading. By time \(t\), traps shallower than about \(\theta\ln\nu t\) have emptied. The fraction deeper than this is \(e^{-(\theta/\theta_0)\ln\nu t}=(\nu t)^{-\alpha}\).

The mean follows from the mean \(1/r\) of each trap:

\[
\langle t\rangle=\int_0^\infty\frac{g}{r}\,dE=\frac{\alpha}{\nu}\int_0^1u^{\alpha-2}du
=\frac{\alpha}{(\alpha-1)\nu}\quad(\alpha>1).
\]

For \(\alpha\le1\) the integral diverges at \(u=0\), the deep-trap end. The mean is thus infinite for \(T\le T_0\), with the equality included. The power law itself holds on both sides of \(T_0\).

A finite mean does not imply a finite variance. The mean square wait in one trap is \(2/r^2\), so \(\langle t^2\rangle=(2\alpha/\nu^2)\int_0^1u^{\alpha-3}du\), which is finite only for \(\alpha>2\).

## What a finite observation gives

If waits are cut off at an observation time \(t_w\), the average of \(\min(t,t_w)\) is \(M=\int_0^{t_w}S\,dt\). With \(X=\nu t_w\), integration over time first gives

\[
\nu M=\alpha\int_0^1u^{\alpha-2}(1-e^{-uX})\,du .
\]

For \(0<\alpha<1\), integrate by parts, using \(u^{\alpha-2}du=d[u^{\alpha-1}/(\alpha-1)]\). The boundary term vanishes at \(u=0\), where \(1-e^{-uX}\simeq uX\). What remains is

\[
\nu M=-\frac{\alpha(1-e^{-X})}{1-\alpha}
+\frac{\alpha X}{1-\alpha}\int_0^1u^{\alpha-1}e^{-uX}du .
\]

The last integral is \(X^{-\alpha}\gamma(\alpha,X)\), so for \(X\gg1\)

\[
\nu M\simeq\frac{\Gamma(1+\alpha)X^{1-\alpha}-\alpha}{1-\alpha}.
\]

At \(\alpha=1\), put \(y=uX\) and integrate by parts:

\[
\nu M=\int_0^X\frac{1-e^{-y}}{y}dy
=(1-e^{-X})\ln X-\int_0^Xe^{-y}\ln y\,dy\simeq\ln X+\gamma_E ,
\]

because \(\int_0^\infty e^{-y}\ln y\,dy=-\gamma_E\), with \(\gamma_E\) Euler's constant. A windowed mean below \(T_0\) therefore measures the window as well as the traps.

Averaging more waits cut off at \(t_w\) only brings the average closer to \(M\), which still depends on the window. Without the cutoff, the average does not settle for \(T<T_0\). The Laplace transform of \(re^{-rt}\) is \(r/(r+s)\), so, with \(\sigma=s/\nu\) and then \(u=\sigma v\),

\[
1-\hat\psi(s)=\int_0^\infty g\,\frac{s}{r+s}\,dE
=\alpha\sigma^\alpha\int_0^{1/\sigma}\frac{v^{\alpha-1}}{1+v}dv
\simeq A\sigma^\alpha,\qquad A=\frac{\pi\alpha}{\sin\pi\alpha},
\]

for \(0<\alpha<1\) and \(\sigma\ll1\). The sum of \(n\) independent waits has transform \(\hat\psi^n\simeq\exp(-nA\sigma^\alpha)\) for large \(n\). The sum thus scales as \(n^{1/\alpha}\), and the average as \(n^{1/\alpha-1}\).

For \(\alpha=1/2\), \(A=\pi/2\) and the law can be found in full. Let \(t=c/y^2\), where \(y>0\) has density \(\sqrt{2/\pi}\,e^{-y^2/2}\). Its transform is

\[
I(s)=\sqrt{\frac2\pi}\int_0^\infty e^{-y^2/2-sc/y^2}dy .
\]

Differentiation brings down \(-c/y^2\). The substitution \(y=\sqrt{2sc}/z\) exchanges the two terms in the exponent and turns \(dy/y^2\) into \(dz/\sqrt{2sc}\), after reversing the limits. Hence \(I'=-\sqrt{c/(2s)}\,I\), and since \(I(0)=1\), \(I=e^{-\sqrt{2cs}}\). Matching to \(\exp[-n(\pi/2)\sqrt{s/\nu}]\) gives \(c=n^2\pi^2/(8\nu)\). The probability that the sum is below \(t\) is that of \(y>\sqrt{c/t}\), namely \(\operatorname{erfc}\sqrt{c/(2t)}\). Setting it to one half and dividing by \(n\), the median of the average is

\[
\frac{n\pi^2}{16\,\nu q^2}\simeq\frac{2.71\,n}{\nu},\qquad \operatorname{erfc}q=\tfrac12 .
\]

## Implementation

A library that supplies the regularized function \(P(\alpha,x)=\gamma(\alpha,x)/\Gamma(\alpha)\) gives \(S=\Gamma(1+\alpha)x^{-\alpha}P(\alpha,x)\). For very small \(x\), expanding the exponential in the integral for \(S\) gives \(S\simeq1-\alpha x/(1+\alpha)\), which avoids the product of a large and a small factor.

To sample a wait, draw independent \(U,V\) uniformly on \((0,1)\). The fraction of traps with \(r/\nu<u\) is \(u^\alpha\), so \(u=U^{1/\alpha}\), and

\[
t=-\frac{\ln V}{\nu}\,U^{-1/\alpha}.
\]

Replacing the distribution by one exponential with the average rate \(\langle r\rangle=\alpha\nu/(1+\alpha)\) loses the tail. That rate is set by shallow traps and stays finite when the mean wait does not.

## A polymer resist film at 300 K

Consider a 50 nm film of a PMMA-type electron-beam resist without acid generator. The round inputs are \(T_0=600\) K and \(\nu=10^{12}\) s\(^{-1}\), so \(\theta=0.02585\) eV, \(\theta_0=0.0517\) eV and \(\alpha=0.5\). The tail amplitude is

\[
\alpha\Gamma(1+\alpha)\nu^{-\alpha}=0.5\times0.886\times10^{-6}
=4.43\times10^{-7}\ \mathrm{s}^{1/2}.
\]

The median wait is 3.1 ps. This and the other picosecond values below are nominal, because many traps are shallower than \(k_BT\) (39% at 300 K), where an activated rate is not justified. The late tail at 300 K comes from deep traps and is not affected. After 1 s, the trapped fraction is \(0.886/\sqrt{10^{12}}=8.9\times10^{-7}\), yet the mean over a 1 s window is about \(2\times0.886\times10^6/10^{12}=1.8\times10^{-6}\) s. With a 1 h window it is \(1.1\times10^{-4}\) s. Rare long waits dominate the average. These fractions refer to a single capture. A released electron can be captured again before it leaves the film, and for \(n\) successive captures the sum law above gives a late fraction \(\operatorname{erf}\sqrt{c/(2t)}\simeq nS(t)\). They are therefore not the charge left in a film.

At \(T=T_0\), with \(\nu\) unchanged, the 1 s windowed mean is \((27.63+0.58)/10^{12}=2.8\times10^{-11}\) s. At 900 K, \(\alpha=1.5\) and the mean is \(1.5/0.5=3\) in units of \(1/\nu\), or 3 ps. These higher temperatures illustrate the formula and do not describe an intact PMMA film.

Random sampling at 300 K gave median averages of 0.255 ns for \(n=100\) and 2.95 ns for \(n=1000\), against predictions of 0.271 and 2.71 ns. Each median used 4000 averages, for which the standard error is about 4%. The deviations are \(-6\%\) and \(+9\%\) of the prediction; the second is a little over two standard errors. The sample supports the growth with \(n\), but does not fix its coefficient to a few percent.

## Limits on the power law

**Greatest depth.** If depths stop at \(E_m\), the density must be divided by \(1-e^{-E_m/\theta_0}\). Using \(1/\theta-1/\theta_0=(1-\alpha)/\theta\), the mean for \(\alpha<1\) becomes

\[
\langle t\rangle=\frac{\alpha}{(1-\alpha)\nu}\,
\frac{e^{(1-\alpha)E_m/\theta}-1}{1-e^{-E_m/\theta_0}} .
\]

For \(E_m=1\) eV the exponent is 19.34 and the mean is \(2.5\times10^{-4}\) s. The deepest trap has release time \(e^{E_m/\theta}/\nu=6.3\times10^4\) s, after which an exponential factor cuts off the power law. Survival drops below the unlimited law earlier, by 11% at a hundredth of this time and by 35% at a tenth. The limit lowers the fraction trapped after 1 h from \(1.48\times10^{-8}\) to \(1.09\times10^{-8}\), mainly by removing the fraction \(e^{-E_m/\theta_0}\simeq4\times10^{-9}\) that lay deeper.

**Filled traps.** Suppose that \(n\) electrons per volume occupy \(N\) traps in quasi-equilibrium, one per trap and without a spin factor. With Fermi depth \(E_F\) and \(s=\nu e^{-E_F/\theta}\), the occupation is

\[
f=\frac{1}{1+e^{(E_F-E)/\theta}}=\frac{s}{r+s}.
\]

Its average is the Laplace integral already found, so \(n/N\simeq A(s/\nu)^\alpha\) for \(\alpha<1\) and \(n\ll N\). New captures go into empty traps, with weight \(g(1-f)=gr/(r+s)\). Their mean wait is

\[
\frac{\int g(1-f)/r\,dE}{\int g(1-f)\,dE}
=\frac{\int g/(r+s)\,dE}{1-n/N}
=\frac{n/N}{(1-n/N)s}.
\]

For deep traps \(1-f\simeq r/s\), which supplies one more power of \(u\) and changes the tail to \(t^{-2-\alpha}\). Taking \(N=10^{19}\) and \(n=10^{16}\) cm\(^{-3}\), \(s/\nu=(10^{-3}\times2/\pi)^2=4.05\times10^{-7}\). The crossover time is \(1/s=2.5\) µs, \(E_F=0.38\) eV, and the mean is 2.5 ns. This is about \(10^5\) times smaller than the mean set by the depth limit. The unfilled law holds only at times well below \(1/s\), which varies as \(n^{-2}\) at \(\alpha=1/2\). The approach to it is slow: here survival is lower than in the unfilled law by 16% at \(0.01/s\) and by 5% at \(0.001/s\). It can be used at 1 s only if \(n\) is well below \(1.6\times10^{13}\) cm\(^{-3}\), and at 1 h only if \(n\) is well below \(2.6\times10^{11}\) cm\(^{-3}\). At a tenth of these densities survival is still 16% below the unfilled law. The long-time values above therefore describe only the first captures in an empty film.

**Field.** A uniform barrier lowering \(\Delta\) replaces \(\nu\) by \(\nu e^{\Delta/\theta}\) for the deep traps. Late survival changes by \(e^{-\alpha\Delta/\theta}=e^{-\Delta/\theta_0}\), while the exponent and the divergence remain. The net trapped charge, 0.008 µC/cm², if spread evenly through the film, gives at most 0.030 MV/cm at relative permittivity 3, reached at one face of the film if all field lines leave there. A single trapped electron closer than about 13 nm gives more. A hole 5 nm away gives 0.192 MV/cm. Adding these as parallel fields over a trap half-width of 0.5 nm gives \(\Delta=0.0222\ \mathrm{V/nm}\times0.5\ \mathrm{nm}\), or 0.011 eV. In the unfilled law, late survival falls to 0.81 of its former value. This estimate takes a trap that is neutral when empty.

**Tunnelling.** Let a neutral acceptor at distance \(R\) offer a final state of lower energy. For a free-electron mass and a square barrier of height \(E\), the wavefunction decays at \(\kappa=\sqrt{2E}\), and the rate is estimated as \(\nu e^{-2\kappa R}\), with the thermal prefactor. Equality with thermal release requires \(E/\theta=2R\sqrt{2E}\), so tunnelling wins beyond

\[
E_\times=8R^2\theta^2 .
\]

For \(R=5\) nm this is 1.75 eV, above the depth limit. For 3 nm it is 0.63 eV, reached at 0.04 s. For 1.2 nm it is 0.10 eV, reached at 0.05 ns. The two rates add, so the changeover is gradual. Survival lies below the thermal law by 16% (3 nm) and 19% (1.2 nm) at a tenth of these times, and by about 40% at them. The ratio of tunnelling to thermal rate is smallest at \(E_\times/4\), where it is \(e^{-E_\times/4\theta}\); at 1.2 nm this is 0.38, so tunnelling is not negligible at any depth. A hole also lowers the barrier by its Coulomb attraction, so for a hole these depths are too large. With relative permittivity 3 and depth measured from the free level at the trap, the deep crossover at 5 nm falls to about 1.3 eV, still above the depth limit. Tunnelling is then also faster in traps shallower than about 0.015 eV, which is less than \(k_BT\) and does not affect the late tail. At 3 nm there is no crossover: in this estimate tunnelling to the hole is faster at all depths, and the thermal law does not apply.

**Depth-dependent prefactor.** If \(\nu\) is multiplied by \(e^{E/E_c}\), with \(E_c>\theta\), then \(1/\theta\) is replaced by \(1/\theta_{\rm eff}=1/\theta-1/E_c\). For \(T<T_0\), the mean becomes finite when \(\theta_{\rm eff}>\theta_0\), that is when

\[
E_c<\frac{\theta\theta_0}{\theta_0-\theta}=0.0517\ \mathrm{eV}.
\]

For \(E_c=0.040\) eV the effective \(\alpha\) is 1.41 and the mean is 3.4 ps. A tail exponent measured at one temperature therefore does not yield \(T_0\) unless the depth dependence of the prefactor is known. Within this form \(1/\alpha_{\rm eff}=T_0/T-\theta_0/E_c\), so exponents at two temperatures give \(T_0\) if \(E_c\) does not depend on temperature. The finite mean is a formal result, since it needs a prefactor that grows without bound: at 1 eV it would be \(7\times10^{22}\) s\(^{-1}\), far above any vibrational frequency. If the growth stops at some depth, the late tail returns to the original \(\alpha\), and without a depth limit the mean is again infinite.

## Use for real resists

The inputs are rough model values, not computed or measured properties of PMMA. The trapped density is especially uncertain: exposure doses of PMMA are roughly 100 µC/cm², about \(10^4\) times the charge assumed to remain here. In this model, at \(\alpha=1/2\) and \(n\ll N\), a tenfold larger \(n\) shortens the filled-trap mean tenfold and its crossover time a hundredfold. A resist loaded with acid generator breaks the sole-exit assumption. If acceptors lie about 1.2 nm from the traps, the tunnelling estimate already lowers survival by 19% at 5 ps and overtakes thermal release near 0.05 ns, so the long tail should not be used there.

Heating to 380 K, with \(\nu\) and \(T_0\) held fixed, raises \(\alpha\) to 0.633. Without a depth limit, the fraction still in its first trap after 1 h falls to \(1.3\times10^{-10}\), provided that \(n\) is well below \(3\times10^{9}\) cm\(^{-3}\) at the same \(N\). With a 1 eV limit, however, the deepest release time is \(e^{30.5}/10^{12}\), about 18 s, so the power law has ended well before 1 h. This temperature is also near the glass transition of PMMA, where static traps are a doubtful assumption. The numerical output lists the remaining values; its label "4e+03 s" denotes 3600 s.

## Computed results

```
Temperature T: 300 K; T0: 600 K
k_B T: 0.02585 eV; k_B T0: 0.05170 eV
alpha = T/T0: 0.500; attempt frequency: 1.0e+12 1/s
Tail slope of density at 300 K: -1.50000
Tail slope of density at 380 K: -1.63333
Tail slope of density at 600 K: -2.00000
Tail slope of density at 900 K: -2.50000
Tail amplitude at T: 4.4311e-07 s^0.5
Median wait: 3.058e-12 s
After 1e-06 s: trapped fraction 8.862e-04, windowed mean 1.771e-09 s
After 1e+00 s: trapped fraction 8.862e-07, windowed mean 1.772e-06 s
After 4e+03 s: trapped fraction 1.477e-08, windowed mean 1.063e-04 s
Windowed mean at T=T0, window 1 s: 2.821e-11 s
Mean wait at 900 K: 3.0000e-12 s
Mean wait at 1200 K: 2.0000e-12 s
Median average of 100 waits: sampled 2.551e-10 s, predicted 2.712e-10 s
Median average of 1000 waits: sampled 2.950e-09 s, predicted 2.712e-09 s
Depth limit: 1.00 eV; its release time: 6.299e+04 s
Mean wait with depth limit: 2.510e-04 s
Tail slope at 0.01 and 10 limit times: -1.501, -11.04
Trapped fraction after 1 h with depth limit: 1.086e-08
Trap density: 1.0e+19 1/cm3; trapped electrons: 1.0e+16 1/cm3
Fermi depth: 0.381 eV; its release time: 2.467e-06 s
Mean wait, captures into empty traps: 2.470e-09 s
Tail slope beyond Fermi time: -2.4998
Film thickness: 50 nm; relative permittivity: 3.0
Net trapped charge: 0.0080 uC/cm2
Film field: 0.030 MV/cm; field of hole at 5 nm: 0.192 MV/cm
Trap half-width: 0.5 nm; barrier lowering: 0.0111 eV
Release-rate factor: 1.537; late-survival factor: 0.807
Tunnelling over 5.0 nm wins beyond 1.754 eV, release time 2.94e+17 s
Tunnelling over 3.0 nm wins beyond 0.631 eV, release time 4.06e-02 s
Tunnelling over 1.2 nm wins beyond 0.101 eV, release time 4.98e-11 s
Prefactor energy E_c giving alpha_eff=1: 0.0517 eV
For E_c=0.040 eV: alpha_eff=1.414, mean 3.418e-12 s
At 380 K: alpha=0.633, trapped fraction after 1 h 1.261e-10
Relative shift on halving the energy mesh: 8.3e-10
```
